# Helium with two short Hylleraas functions: a variational exercise

## Problem

A helium atom has a fixed point nucleus of charge $Z=2$ and two nonrelativistic electrons. In Hartree atomic units,

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_{12}} .$$

Let $s=r_1+r_2$, $t=r_1-r_2$ and $u=r_{12}$. Approximate the singlet ground state by $\psi_k=e^{-ks}P(ku,kt)$, with

(a) $P=1+cu$,  (b) $P=1+cu+dt^2$.

The arguments of $P$ are scaled coordinates, so the actual coefficients of $u$ and $t^2$ in the wave function are $ck$ and $dk^2$. Eliminate $k$ analytically, and find the lowest energy for each function.

## Hints

1. Use $r_1,r_2,u$ as integration variables before passing to $s,t,u$.
2. Write the kinetic energy as $\frac12\int(|\nabla_1\psi|^2+|\nabla_2\psi|^2)$, so that only first derivatives occur.
3. Under a change of $k$, the kinetic energy scales as $k^2$ and the potential energy as $k$.
4. Every integral has the form $\int s^at^bu^c e^{-2s}$. Integrate over $t$, then $u$, then $s$.
5. In (a), the highest power of $c$ cancels from the stationarity condition.

## Solution

### Volume element

The direction of $\mathbf r_1$ gives $4\pi$, and rotation of $\mathbf r_2$ about $\mathbf r_1$ gives $2\pi$. At fixed $r_1,r_2$, the relation $u^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ gives $u\,du=r_1r_2\sin\theta\,d\theta$. Hence

$$d\tau=8\pi^2r_1r_2u\,dr_1dr_2du .$$

Now $r_1r_2=(s^2-t^2)/4$ and $dr_1dr_2=\frac12ds\,dt$, so $d\tau=\pi^2u(s^2-t^2)\,ds\,dt\,du$ with $|t|\le u\le s$. The integrands are even in $t$. We keep $0\le t\le u\le s$, which doubles the prefactor to $2\pi^2$. This common factor cancels from the energy and is dropped.

### Energy functional

In the integration by parts of Hint 2, the surface at infinity gives nothing because $\psi$ decays exponentially. Small surfaces around the points where $\psi$ has a kink give nothing because the gradient stays finite while the area vanishes.

With $\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u$ and subscripts for derivatives,

$$\nabla_1\psi=(\psi_s+\psi_t)\hat{\mathbf r}_1+\psi_u\hat{\mathbf u},\qquad
\nabla_2\psi=(\psi_s-\psi_t)\hat{\mathbf r}_2-\psi_u\hat{\mathbf u}.$$

Half the sum of the squares is

$$\psi_s^2+\psi_t^2+\psi_u^2+\psi_s\psi_u(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\hat{\mathbf u}+\psi_t\psi_u(\hat{\mathbf r}_1+\hat{\mathbf r}_2)\cdot\hat{\mathbf u}.$$

Since $r_1^2-r_2^2=st$, the law of cosines gives

$$\hat{\mathbf r}_1\cdot\hat{\mathbf u}=\frac{u^2+st}{2r_1u},\qquad \hat{\mathbf r}_2\cdot\hat{\mathbf u}=-\frac{u^2-st}{2r_2u}.$$

Over the common denominator $2r_1r_2u=u(s^2-t^2)/2$, the difference and the sum are

$$\frac{2s(u^2-t^2)}{u(s^2-t^2)}\quad\text{and}\quad\frac{2t(s^2-u^2)}{u(s^2-t^2)} .$$

Multiplication by the volume factor $u(s^2-t^2)$ gives

$$T=\int\!\big[u(s^2-t^2)(\psi_s^2+\psi_t^2+\psi_u^2)+2s(u^2-t^2)\psi_s\psi_u+2t(s^2-u^2)\psi_t\psi_u\big].$$

Also $1/r_1+1/r_2=4s/(s^2-t^2)$, so for $Z=2$

$$V=\int(-8su+s^2-t^2)\psi^2,\qquad N=\int u(s^2-t^2)\psi^2 .$$

### Elimination of the scale

Let $T,V,N$ be the values at $k=1$. Taking $ks,kt,ku$ as new variables gives the same volume factor $k^{-6}$ in all three integrals, a factor $k^2$ from two derivatives, and a factor $k$ from the Coulomb terms. Therefore

$$E(k)=\frac{k^2T+kV}{N},\qquad \frac{dE}{dk}=0\ \Rightarrow\ k=-\frac{V}{2T},\qquad E=-\frac{V^2}{4TN}.$$

This is a minimum because $T/N>0$. The mean kinetic energy there is $k^2T/N=V^2/(4TN)=-E$, which is the virial theorem.

### The integrals

With $m=a+b+c+2$ and $F_m=\int_0^\infty s^me^{-2s}ds=m!/2^{m+1}$, the order of integration in Hint 4 gives

$$\int s^at^bu^ce^{-2s}=\frac{F_m}{(b+1)(b+c+2)} .$$

Here $a,b,c$ are integer powers. The values needed are $F_4=\frac34$, $F_5=\frac{15}8$, $F_6=\frac{45}8$, $F_7=\frac{315}{16}$, $F_8=\frac{315}4$ and $F_9=\frac{2835}8$.

Number the basis functions $1,u,t^2$ (each times $e^{-s}$) as 1, 2, 3. The overlaps are

- $N_{11}=F_5(\frac13-\frac1{15})=\frac12$
- $N_{12}=F_6(\frac14-\frac1{18})=\frac{35}{32}$
- $N_{22}=F_7(\frac15-\frac1{21})=3$
- $N_{13}=F_7(\frac1{15}-\frac1{35})=\frac34$
- $N_{23}=F_8(\frac1{18}-\frac1{40})=\frac{77}{32}$
- $N_{33}=F_9(\frac1{35}-\frac1{63})=\frac92$

In the potential energy, the first term is nuclear attraction and the second is electron repulsion:

- $V_{11}=-\frac83F_4+F_4(\frac12-\frac1{12})=-2+\frac5{16}=-\frac{27}{16}$
- $V_{12}=-\frac84F_5+N_{11}=-\frac{15}4+\frac12=-\frac{13}4$
- $V_{22}=-\frac85F_6+N_{12}=-9+\frac{35}{32}=-\frac{253}{32}$
- $V_{13}=-\frac8{15}F_6+F_6(\frac1{12}-\frac1{30})=-3+\frac9{32}=-\frac{87}{32}$
- $V_{23}=-\frac8{18}F_7+N_{13}=-\frac{35}4+\frac34=-8$
- $V_{33}=-\frac8{35}F_8+F_8(\frac1{30}-\frac1{56})=-18+\frac{39}{32}=-\frac{537}{32}$

For the kinetic energy, $\psi_s=-\psi$ for each basis function, so the $\psi_s^2$ term reproduces $N_{ij}$. In an off-diagonal element, a product such as $2\psi_s\psi_u$ becomes $\psi_{i,s}\psi_{j,u}+\psi_{i,u}\psi_{j,s}$. Thus

- $T_{11}=N_{11}=\frac12$ and $T_{13}=N_{13}=\frac34$
- $T_{12}=N_{12}-F_5(\frac14-\frac1{12})=\frac{35}{32}-\frac5{16}=\frac{25}{32}$
- $T_{22}=N_{22}+N_{11}-2F_6(\frac15-\frac1{15})=3+\frac12-\frac32=2$
- $T_{23}=N_{23}-F_7(\frac1{18}-\frac1{30})+2F_6(\frac1{12}-\frac1{18})=\frac{77}{32}-\frac7{16}+\frac5{16}=\frac{73}{32}$
- $T_{33}=N_{33}+4N_{13}=\frac{15}2$

Insert the coefficients $(1,c,d)$, double the off-diagonal terms, and multiply by 32. With $n=32N$, $\tau=32T$ and $v=-32V$,

$$\begin{aligned}
n&=16+70c+96c^2+48d+154cd+144d^2,\\
\tau&=16+50c+64c^2+48d+146cd+240d^2,\\
v&=54+208c+253c^2+174d+512cd+537d^2,
\end{aligned}$$

$$E=-\frac{v^2}{4\tau n},\qquad k=\frac v{2\tau}.$$

At $c=d=0$ this gives $k=27/16$ and $E=-(27/16)^2=-2.84766$ hartree, the result for the bare product $e^{-kr_1}e^{-kr_2}$.

The forms $n$ and $\tau$ are positive because they are a norm and an integrated squared gradient. The matrix of $v$ has leading minors $54$, $2846$ and $706977$, all positive, so $v>0$ too. The optimal $k$ is therefore positive for all real $c,d$, as a normalizable function requires.

### (a) The factor $1+cu$

Set $d=0$ and define

$$Q=\frac{\tau n}4=(8+25c+32c^2)(8+35c+48c^2)=64+480c+1515c^2+2320c^3+1536c^4 .$$

Then $E=-v^2/(16Q)$, and $dE/dc=0$ requires $2v'Q=vQ'$, because $v\ne0$. The two sides are

$$\begin{aligned}
2v'Q&=26624+264448c+1116000c^2+2498300c^3+2986816c^4+1554432c^5,\\
vQ'&=25920+263460c+1127520c^2+2546046c^3+3038832c^4+1554432c^5 .
\end{aligned}$$

The fifth powers cancel, since $E$ tends to a constant at large $|c|$. Subtraction and division by $-2$ leave

$$26008c^4+23873c^3+5760c^2-494c-352=0 .$$

Numerically, the real roots are $c=-0.515736$, with $E=-1.25010$ hartree, and $c=0.197761$. For $c\to\pm\infty$ the energy tends to $-2.60453$ hartree. At the positive root, $v=105.02908$, $\tau=28.391079$ and $n=33.597812$, so

$$k=\frac{105.02908}{2(28.391079)}=1.8497\ \text{bohr}^{-1},$$

$$E=-\frac{(105.02908)^2}{4(28.391079)(33.597812)}=-2.89112\ \text{hartree}.$$

This lies below the other stationary value and below the limit at infinity, so it is the global minimum. In electronvolts it is $-78.67$ eV.

### (b) The factor $1+cu+dt^2$

Setting the derivatives of $\ln(v^2/\tau n)$ to zero gives

$$\frac{2v_c}v=\frac{\tau_c}\tau+\frac{n_c}n,\qquad \frac{2v_d}v=\frac{\tau_d}\tau+\frac{n_d}n,$$

where

$$\begin{aligned}
v_c&=208+506c+512d, & v_d&=174+512c+1074d,\\
\tau_c&=50+128c+146d, & \tau_d&=48+146c+480d,\\
n_c&=70+192c+154d, & n_d&=48+154c+288d.
\end{aligned}$$

A numerical root search, started from a direct minimization of $E(c,d)$, gives $c=0.160669$ and $d=0.039664$. Both sides of the first condition are then $5.8995$, and both sides of the second are $5.6948$. With $v=104.959348$, $\tau=28.897422$ and $n=32.836820$,

$$k=\frac{104.959348}{2(28.897422)}=1.8161\ \text{bohr}^{-1},$$

$$E=-\frac{(104.959348)^2}{4(28.897422)(32.836820)}=-2.90243\ \text{hartree},$$

or $-78.98$ eV.

A stationary point need not be the lowest one. At fixed $k$, the best coefficients give the lowest eigenvalue $E$ of $(k^2\mathbf T+k\mathbf V)\mathbf x=E\,\mathbf N\mathbf x$. For any $\mathbf x$, the optimal $k$ is half the ratio of $-\mathbf x^{\rm T}\mathbf V\mathbf x$ to $\mathbf x^{\rm T}\mathbf T\mathbf x$. It therefore lies between half the smallest and half the largest eigenvalue of $-\mathbf V$ relative to $\mathbf T$, here $0.7042$ and $2.0158$ bohr$^{-1}$. A fine grid of diagonalizations over this interval, refined at its lowest point, leads to the same energy.

### What the terms achieve

The term $cu$ lowers the bare-product energy by $43.5$ millihartree, and $dt^2$ then lowers it by a further $11.3$. A 22-term expansion in $s^at^bu^ce^{-ks}$, with $b$ even and $a+b+c\le4$, gives $-2.90371$ hartree by the same diagonalization and search over $k$. This value is not converged in its last digit: raising the limit to $a+b+c\le8$ (95 terms) lowers it by $0.01$ millihartree, to $-2.90372$ hartree. Functions (a) and (b) lie $12.6$ and $1.3$ millihartree above either value. All these energies are upper bounds for the stated Hamiltonian. Nuclear motion and relativity are outside it, so the five decimals specify variational minima, not the accuracy for a real atom.

A good energy does not imply a correct wave function at every point. Near $u=0$, away from the nucleus, the relative motion contributes $-\nabla_u^2$ to $H$. Acting on $1+\alpha u$, it gives $-2\alpha/u$, which cancels the repulsion $1/u$ if $\alpha=\frac12$. The optimized values of $\alpha=ck$ are $0.366$ in (a) and $0.292$ in (b), both in bohr$^{-1}$. The second function has the better energy but the poorer slope at electron contact.

## Variation 1: $P=1+dt^2$

*How much is gained without $r_{12}$ in the wave function?*

Set $c=0$ in the three forms:

$$E=-\frac{(54+174d+537d^2)^2}{4(16+48d+240d^2)(16+48d+144d^2)} .$$

Minimization by diagonalization at fixed $k$, followed by a search over $k$, gives $E=-2.87668$ hartree. This is $29.0$ millihartree below the bare product. The factor depends on $r_1$ and $r_2$ but not on the angle between them, so it contains no angular correlation. Not all of the gain is radial correlation, because $t^2=r_1^2+r_2^2-2r_1r_2$ also reshapes the one-electron orbital. The best uncorrelated product (Hartree–Fock, $-2.86168$ hartree) already lies $14.0$ millihartree below the bare product, and $1+dt^2$ lies only $15.0$ millihartree below that. Once $cu$ is present, the same term gains $11.3$ millihartree: the two gains are not additive.

## Variation 2: $P=u$

*Is the factor $u$ useful without the constant term?*

Keep the coefficients of $c^2$, which is the limit $c\to\infty$ of (a):

$$k=\frac{253}{2\cdot64}=\frac{253}{128}\ \text{bohr}^{-1},\qquad E=-\frac{253^2}{4\cdot64\cdot96}=-2.60453\ \text{hartree}.$$

This is worse than the bare product. At $k=1$, the factor $u$ reduces $T/N$ from $1$ to $64/96=2/3$, which helps, but it also reduces $-V/N$ from $54/16$ to $253/96$. The energy contains the square of the second ratio, and that loss outweighs the kinetic gain. The function vanishes wherever the electrons meet, whereas $1+cu$ with small positive $c$ reduces their contact probability without removing it.

Numerical values quoted here were computed with a short program.
